# Why fractionally occupied natural orbitals share a single effective energy level

Suppose the one-body density matrix $\gamma$ of an interacting system is to be found as in Hartree–Fock theory: differentiate the energy functional $E[\gamma]$ to get an effective one-body Hamiltonian, diagonalize it, take its eigenvectors as the natural orbitals and fill the lowest levels. When the occupations are fractional, this procedure breaks down at the solution itself. All levels of the fractionally occupied orbitals coincide, so there is no order in which to fill them, and any orthonormal set in their space is a set of eigenvectors. The hydrogen molecule shows this with an explicit functional.

## Counter-example: two electrons in a singlet

Take a finite basis of real orbitals and a real two-electron singlet. Its spatial wave function is

$$\Psi(\mathbf r_1,\mathbf r_2)=\sum_{ij}C_{ij}\,\phi_i(\mathbf r_1)\phi_j(\mathbf r_2),\qquad C=C^T,\quad \mathrm{tr}\,C^2=1 .$$

Let $\gamma$ be the density matrix of one spin. Both spins have the same one, and $\gamma=CC^T=C^2$. The eigenvectors of $C$ are therefore natural orbitals. With eigenvalues $c_k$ of $C$, the occupation of each of the two spin orbitals belonging to $\phi_k$ is $n_k=c_k^2$, and $\sum_k n_k=1$. In this basis

$$\Psi=\sum_k c_k\,\phi_k(\mathbf r_1)\phi_k(\mathbf r_2).$$

Let $h$ contain the kinetic energy and the attraction to the nuclei. Each electron contributes $\sum_k n_kh_{kk}$. The repulsion between the products $\phi_k\phi_k$ and $\phi_l\phi_l$ is

$$K_{kl}=\iint\frac{\phi_k(\mathbf r_1)\phi_l(\mathbf r_1)\,\phi_k(\mathbf r_2)\phi_l(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d\mathbf r_1d\mathbf r_2 ,$$

in atomic units. The electronic energy, without the repulsion of the nuclei, is thus

$$E=2\sum_k n_kh_{kk}+\sum_{kl}c_kc_lK_{kl},\qquad c_k=s_k\sqrt{n_k},\quad s_k=\pm1 .$$

For distinct, nonzero occupations, $\gamma$ fixes everything here except the signs. Choosing the signs that minimize $E$ makes it a functional of $\gamma$. If that choice is unique, apart from an overall sign, it stays the same for small changes of $\gamma$, and $E$ can be differentiated.

Changing $n_k$ changes two spin occupations, so the energy per spin orbital is $g_k=\tfrac12\,\partial E/\partial n_k$. Since $s_k^2=1$,

$$\frac{\partial c_k}{\partial n_k}=\frac{s_k}{2\sqrt{n_k}}=\frac1{2c_k}.$$

The derivative of the double sum with respect to $c_k$ is $2\sum_lK_{kl}c_l$, because $K$ is symmetric. Hence

$$g_k=h_{kk}+\frac1{2c_k}\sum_lK_{kl}c_l .$$

At the ground state, $E$ is stationary in the $c_k$ under $\sum_kc_k^2=1$. With a multiplier $\lambda$ for this condition,

$$4h_{kk}c_k+2\sum_lK_{kl}c_l=2\lambda c_k .$$

Multiplying by $c_k/2$ and summing over $k$ gives $E=\lambda$. Dividing instead by $4c_k$, which is allowed when $c_k\neq0$, gives

$$g_k=\frac E2\qquad\text{for every }k .$$

For H$_2$ at a bond length of 1.40 bohr in the 6-31G basis, full configuration interaction gives $E=-1.866$ hartree and four natural orbitals, all fractionally occupied. This basis is small: in cc-pVQZ the energy is $-1.888$ hartree and the two largest occupations are 0.9821 and 0.0099. Energies in the table are in hartree.

| $k$ | $n_k$ | $h_{kk}$ | pair part | $g_k$ |
|---|---|---|---|---|
| 1 | 0.9856 | −1.247 | +0.314 | −0.933 |
| 2 | 0.0117 | −0.495 | −0.438 | −0.933 |
| 3 | 0.0026 | −0.178 | −0.755 | −0.933 |
| 4 | 0.0001 | +0.161 | −1.094 | −0.933 |

The one-electron energies spread over 1.4 hartree, and the pair part cancels the spread. Its sign can be traced. Here $c_1>0$ while $c_2,c_3,c_4<0$, and each $K_{kl}$ is positive, being the Coulomb self-repulsion of the distribution $\phi_k\phi_l$. In the pair part of a weakly occupied orbital, the term $l=1$ is then negative and all others are positive. The negative totals show that the coupling to the strongly occupied orbital prevails.

The off-diagonal elements vanish too. For a closed shell, define the matrix $h_{\rm eff}$ by $\delta E=2\,\mathrm{tr}(h_{\rm eff}\,\delta\gamma)$. The numerical check obtains all its elements by finite differences of $E[\gamma]$ in the basis of Hartree–Fock orbitals, where $\gamma$ has off-diagonal elements up to $5\times10^{-3}$. The mean of the diagonal elements is $-0.932982$ hartree, equal to $E/2$ to these digits, and no element of $h_{\rm eff}$ differs from that of this mean times the unit matrix by more than $10^{-7}$ hartree. Diagonalizing such a matrix says nothing about the natural orbitals.

## The general statement

Now let $\gamma$ be the density matrix in a finite spin-orbital basis, with

$$0\le\gamma\le1,\qquad \mathrm{tr}\,\gamma=N .$$

Let $E[\gamma]$ have a minimum on this set and be differentiable there, $\delta E=\mathrm{tr}(h_{\rm eff}\,\delta\gamma)$ with Hermitian $h_{\rm eff}$. Let $P$ project on the natural orbitals with $0<n_k<1$. Then there is a number $\mu$ such that:

- $P\,h_{\rm eff}\,P=\mu P$, so that $\partial E/\partial n_k=\mu$ for every fractional occupation;
- $h_{\rm eff}$ commutes with $\gamma$;
- levels of orbitals with $n=1$ are at or below $\mu$, and levels of orbitals with $n=0$ are at or above $\mu$.

**Fractional occupations.** Let $X$ be Hermitian and traceless, and let it act within the fractional space, $X=PXP$. The matrix $\gamma+tX$ keeps the trace $N$. Its eigenvalues in that space move by at most $|t|$ times the norm of $X$, so for small $t$ of either sign they stay between 0 and 1. The energy along this line has a minimum at $t=0$, an interior point, and therefore

$$\mathrm{tr}(h_{\rm eff}X)=0 .$$

The choice $X=|k\rangle\langle k|-|l\rangle\langle l|$ gives $(h_{\rm eff})_{kk}=(h_{\rm eff})_{ll}$; call the common value $\mu$. The choice $X=|k\rangle\langle l|+|l\rangle\langle k|$ gives $2\,\mathrm{Re}(h_{\rm eff})_{kl}=0$, and $X=i(|k\rangle\langle l|-|l\rangle\langle k|)$ gives $2\,\mathrm{Im}(h_{\rm eff})_{kl}=0$. Hence $Ph_{\rm eff}P=\mu P$. Nothing in this argument requires the $n_k$ to be different. Finally, $(h_{\rm eff})_{kk}$ is $\partial E/\partial n_k$, because a change of $n_k$ alone is $\delta\gamma=\delta n_k|k\rangle\langle k|$.

**Rotations.** For anti-Hermitian $A$, the matrix $e^{tA}\gamma e^{-tA}$ has the same eigenvalues as $\gamma$ and is allowed for both signs of $t$. Its derivative at $t=0$ is $[A,\gamma]$, so stationarity and the cyclic property of the trace give

$$0=\mathrm{tr}(h_{\rm eff}[A,\gamma])=\mathrm{tr}(A[\gamma,h_{\rm eff}]) .$$

The commutator $[\gamma,h_{\rm eff}]$ is itself anti-Hermitian. Setting $A$ equal to it gives $0=\mathrm{tr}\,A^2=-\mathrm{tr}\,A^\dagger A$, so it vanishes. In natural orbitals this reads $(n_k-n_l)(h_{\rm eff})_{kl}=0$: the full, fractional and empty spaces are not coupled by $h_{\rm eff}$.

**Pinned occupations.** Let $o$ be a full orbital and $f$ a fractional one. Charge can leave $o$ but cannot enter it, so $X=|f\rangle\langle f|-|o\rangle\langle o|$ is allowed for $t\ge0$ only. At a minimum the slope in that direction cannot be negative, which gives $\mu-(h_{\rm eff})_{oo}\ge0$. For an empty orbital $e$, the direction $|e\rangle\langle e|-|f\rangle\langle f|$ gives in the same way $(h_{\rm eff})_{ee}-\mu\ge0$. These inequalities hold for any orbital in the full or empty space, and so for the eigenvectors of $h_{\rm eff}$ there. If no occupation is fractional, the same reasoning places every full level at or below every empty one, and $\mu$ may be any number between them. This completes the proof.

For a closed shell with equal density matrices for both spins, $\delta E$ acquires a factor 2 and $\mathrm{tr}\,\gamma=N/2$; the argument is otherwise unchanged. With real orbitals, the real symmetric $X$ suffice. In the H$_2$ example $P$ is the unit matrix, so the whole of $h_{\rm eff}$ is flat.

## A case with all three kinds of orbital

A model shows that the equality does not come from a symmetry. Let

$$E[\gamma]=\mathrm{tr}(h\gamma)+\frac U2\,\mathrm{tr}\,\gamma^2,\qquad h_{\rm eff}=h+U\gamma ,$$

with $U>0$ and one spin species. Since $h_{\rm eff}$ and $\gamma$ commute at the minimum, so do $h$ and $\gamma$, and the two share eigenvectors. A fractional orbital obeys $h_k+Un_k=\mu$, a full one $h_k+U\le\mu$, and an empty one $h_k\ge\mu$.

Take $N=2$ and levels of $h$ at $-2$, $0$, $0.2$ and $2$ in units of $U$. If the first orbital is full and the last empty, the middle two share one electron:

$$(\mu-0)+(\mu-0.2)=1\quad\Rightarrow\quad\mu=0.6,\quad n_2=0.6,\quad n_3=0.4 .$$

The levels of $h_{\rm eff}$ are $-1$, $0.6$, $0.6$ and $2$, in accord with both inequalities. A numerical minimization over orbitals and occupations finds the same values. The two middle levels differ in $h$; the charge distributes itself until the interaction has made them equal.

## Where distinct levels do occur

**Integer occupations.** The Hartree–Fock functional of a closed shell is

$$E_{\rm HF}=2\,\mathrm{tr}(h\gamma)+\sum_{pqrs}\big[2(pq|rs)-(pr|qs)\big]\gamma_{pq}\gamma_{rs},$$

where $(pq|rs)$ is the repulsion between the distributions $\phi_p\phi_q$ and $\phi_r\phi_s$. Differentiating the quadratic term gives a factor 2, which the factor $\tfrac12$ per spin removes:

$$(h_{\rm eff})_{pq}=h_{pq}+\sum_{rs}\big[2(pq|rs)-(pr|qs)\big]\gamma_{rs}.$$

This is the Fock matrix. For H$_2$ its levels are $-0.596$, $0.238$, $0.775$ and $1.403$ hartree, with occupations 1, 0, 0, 0. (The occupied level hardly depends on the basis, $-0.595$ hartree in cc-pVQZ, but the empty ones do: the lowest is 0.148 hartree in cc-pVQZ and 0.053 hartree in aug-cc-pVTZ.) All orbitals are pinned, so apart from the commutation of $h_{\rm eff}$ with $\gamma$ the theorem demands only the inequalities. The familiar orbital spectrum rests on this pinning.

**Away from the minimum.** Return to the exact functional and vary $n_2$ alone. Separating the term $l=2$ in $g_2$ gives

$$g_2=h_{22}+\frac{K_{22}}2-\frac{B}{\sqrt{n_2}},\qquad B=-\frac{s_2}2\sum_{l\ne2}K_{2l}c_l .$$

The energy-minimizing sign $s_2$ makes $B\ge0$. Reducing $n_2$ to $1/4$ and $1/16$ of its optimal value lowers $g_2$ from $-0.933$ to $-1.711$ and $-3.266$ hartree. The second drop is twice the first, as $n_2^{-1/2}$ requires. At the factor $1/4$, $g_1$ is $-0.928$ hartree, so moving a small occupation $\delta n$ per spin from orbital 1 to orbital 2 changes the energy by

$$2(g_2-g_1)\,\delta n=2(-1.7106+0.9282)\,\delta n\approx-1.56\,\delta n\ \text{hartree}.$$

Since $n_2$ alone was reduced, $\mathrm{tr}\,\gamma$ is here slightly below 1, about 0.991. The derivatives $g_3=-0.969$ and $g_4=-1.168$ hartree have also fallen below $g_1$, but $g_2$ is the lowest of the four, so among transfers between natural orbitals the energy falls fastest when charge is moved into the depleted orbital 2. Away from the minimum $h_{\rm eff}$ no longer commutes with $\gamma$, so the $g_k$ are its diagonal elements and not its eigenvalues: at the factor $1/4$ orbitals 2 and 4 are coupled by 0.374 hartree, and the eigenvalues are $-1.90$, $-0.977$, $-0.970$ and $-0.928$ hartree, again distinct. For $B>0$, $g_2$ diverges to $-\infty$ as $n_2\to0$. The functional is then not differentiable at $n_2=0$, and a minimum cannot lie there.

## What the common value means

In the two-electron example only $\mathrm{tr}\,\gamma=1$ is physical, yet separate derivatives $\partial E/\partial n_k$ leave this set. Adding $2a(\mathrm{tr}\,\gamma-1)$ to $E$ changes no physical energy but shifts every $g_k$ by $a$. The formula used above scales as $E[t\gamma]=tE[\gamma]$, and gives $\mu=E/2=-0.933$ hartree, or $-25.4$ eV ($-0.944$ hartree, or $-25.7$ eV, in cc-pVQZ). The equally valid continuation $E[\gamma/\mathrm{tr}\,\gamma]$ does not change under scaling, so its derivative along $\gamma$ vanishes: $2\mu\,\mathrm{tr}\,\gamma=0$ and $\mu=0$. The levels are equal in both cases, but their value is not an ionization energy.

Ionization energies require the states left after an electron is removed. Taking a spin-down electron out of natural orbital $k$ leaves, up to a sign, $c_k$ times a spin-up electron in $\phi_k$. If all $c_k\ne0$, these states span the whole one-electron space of the basis. Diagonalizing the Hamiltonian among them gives the eigenvalues $\varepsilon_i$ of $h$, and the removal energies at fixed nuclei are

$$I_i=\varepsilon_i-E .$$

The lowest is $-1.271+1.866=0.595$ hartree, or 16.2 eV; the others are 1.264, 1.712 and 2.133 hartree in this small basis. The program confirms all four from the one- and two-body density matrices of the ground state. In cc-pVQZ the lowest rises to 0.604 hartree, or 16.4 eV, and the next ones are 1.276, 1.505 and a degenerate pair at 1.512 hartree, so the upper 6-31G values are far from converged. This spectrum is distinct, although the levels of $h_{\rm eff}$ in the same state all coincide.

## Values computed for the example and the checks

```
H2, 6-31G, full configuration interaction
Bond length: 1.40 bohr
Number of spatial orbitals: 4
Exact electronic energy in this basis: -1.865965 hartree
Natural occupations n_k per spin: 0.9856183 0.0117000 0.0025538 0.0001279
Signed amplitudes c_k: 0.992783 -0.108166 -0.050535 -0.011308
One-electron part h_kk: -1.247262 -0.494896 -0.177515 0.160554 hartree
Pair part of g_k: 0.314280 -0.438086 -0.755467 -1.093537 hartree
Sum g_k: -0.932982 -0.932982 -0.932982 -0.932982 hartree
mu from finite differences: -0.932982 hartree
mu from finite differences: -25.388 eV
Half the electronic energy: -0.932982 hartree
Largest deviation of h_eff from mu*identity: 6.4e-08 hartree
Largest off-diagonal gamma in test basis: 5.42e-03
mu for continuation E[gamma/tr gamma]: -0.00000 hartree
Second occupation reduced, other occupations held
g_1 g_2 g_3 g_4 at factor 1.0000: -0.9330 -0.9330 -0.9330 -0.9330 hartree
g_1 g_2 g_3 g_4 at factor 0.2500: -0.9282 -1.7106 -0.9690 -1.1678 hartree
g_1 g_2 g_3 g_4 at factor 0.0625: -0.9259 -3.2658 -0.9871 -1.2852 hartree
Ratio of successive drops of g_2: 2.0000
Hartree-Fock functional and removal energies
Hartree-Fock levels dE/dn_k: -0.59556 0.23825 0.77513 1.40329 hartree
One-electron ion levels: -1.27106 -0.60180 -0.15372 0.26746 hartree
Removal energies from density matrices: 0.59491 1.26417 1.71225 2.13342 hartree
Lowest removal energy: 16.188 eV
Minus lowest Hartree-Fock level: 0.59556 hartree
Four-level model, energies in units of U
Particle number: 2.0
Levels of h: -2.000 0.000 0.200 2.000 U
Natural occupations at the minimum: 1.0000 0.6000 0.4000 0.0000
Levels of h_eff at the minimum: -1.0000 0.6000 0.6000 2.0000 U
mu of the model: 0.6000 U
Minimum energy of the model: -1.16000 U
```
